# The Pasternack–Sternheimer rule for hydrogenic radial integrals, part 1

(Sections cited here and not found follow in the later parts.)

## Setting and conventions

An electron moves without spin and without relativity in the field of a fixed point nucleus of charge $Z$. In Hartree atomic units the Hamiltonian is $H=-\tfrac12\nabla^2-Z/r$. A bound state is written $\psi_{nlm}=R_{nl}(r)\,Y_{lm}(\theta,\phi)$, and $u_{nl}(r)=rR_{nl}(r)$ is real, normalized by $\int_0^\infty u_{nl}^2\,dr=1$, with its sign fixed by $R_{nl}>0$ just outside the origin. The objects of study are the radial integrals

$$I_s=\int_0^\infty R_{nl}(r)\,R_{n'l'}(r)\,r^{-s}\,r^2\,dr=\int_0^\infty u_{nl}\,u_{n'l'}\,r^{-s}\,dr ,\tag{1}$$

which carry the unit bohr$^{-s}$. They are symmetric under exchange of the two states, so the labels are always chosen with $l\ge l'$, and $\Delta=l-l'$. Two states with $n=n'$ are said to lie in the same shell. The problem is to find how $I_s$ behaves inside one shell, what causes that behaviour, and what it implies for transition and perturbation matrix elements. The numbers quoted come from the numerical check. That program evaluates the integrals from their definition, in exact rational arithmetic or by quadrature, and compares them with the formulas derived here.

## Part (a): the radial functions

Solve the radial equation by a power series, find the bound-state energies, and express $R_{nl}$ through the polynomials

$$L^{a}_{m}(x)=\sum_{i=0}^{m}(-1)^i\binom{m+a}{m-i}\frac{x^i}{i!},\tag{2}$$

leaving the normalization open. Then write $x^b e^{-x}L^b_k(x)$ as a $k$-th derivative.

### Solution

With $E=-\kappa^2/2$ and $\kappa>0$, the radial equation $-\tfrac12u''+[\,l(l+1)/(2r^2)-Z/r\,]u=Eu$ reads

$$u''=\left[\frac{l(l+1)}{r^2}-\frac{2Z}{r}+\kappa^2\right]u .\tag{3}$$

Near $r=0$ the solutions behave as $r^{l+1}$ or $r^{-l}$. The second is not normalizable for $l\ge1$. For $l=0$ it gives $R\propto 1/r$, whose Laplacian contains a delta function that nothing in $H$ can balance. So we set $u=e^{-\kappa r}\sum_{j\ge0}c_j r^{p_j}$ with $p_j=j+l+1$. Differentiating one term twice gives

$$\frac{d^2}{dr^2}\left(r^{p}e^{-\kappa r}\right)=\left[p(p-1)r^{p-2}-2\kappa p\,r^{p-1}+\kappa^2r^{p}\right]e^{-\kappa r}.$$

The $\kappa^2$ terms cancel against the $\kappa^2u$ of (3). The coefficient of $r^{j+l}e^{-\kappa r}$ receives contributions from $c_{j+1}$ through the $r^{p-2}$ terms and from $c_j$ through the $r^{p-1}$ terms:

$$c_{j+1}\left[(j+l+2)(j+l+1)-l(l+1)\right]=c_j\left[2\kappa(j+l+1)-2Z\right].$$

With $q=j+1$ the left bracket is $(q+l+1)(q+l)-l(l+1)=q^2+q(2l+1)=(j+1)(j+2l+2)$. Therefore

$$c_{j+1}=\frac{2\left[\kappa(j+l+1)-Z\right]}{(j+1)(j+2l+2)}\,c_j .\tag{4}$$

If the series does not end, the ratio $c_{j+1}/c_j$ times $(j+1)$ tends to $2\kappa$, so beyond some $j$ the ratio exceeds $\tfrac32\kappa/(j+1)$. The tail then has one sign and grows at least as fast as the tail of $e^{3\kappa r/2}$, and $u$ grows instead of decaying. A bound state needs the series to end at some $j=m\ge0$, which requires $\kappa(m+l+1)=Z$. With $n=m+l+1$,

$$\kappa=\frac Zn,\qquad E_n=-\frac{Z^2}{2n^2},\qquad m=n-l-1 .$$

The decay constant depends on $n$ alone, so all states of a shell share both the energy and the exponential factor.

Put $Z=n\kappa$ and $a=2l+1$ in (4). The numerator becomes $2\kappa(j+l+1-n)=-2\kappa(m-j)$, and the ratio is $c_{j+1}/c_j=-2\kappa(m-j)/[(j+1)(j+a+1)]$. In (2) the ratio of the coefficients of $x^{i+1}$ and $x^i$ is

$$-\frac{1}{i+1}\cdot\frac{(m-i)!\,(a+i)!}{(m-i-1)!\,(a+i+1)!}=-\frac{m-i}{(i+1)(i+a+1)} .$$

The two ratios agree when $x=2\kappa r$, since each power of $x$ brings one factor $2\kappa$. Hence

$$R_{nl}(r)=N_{nl}\,x^{l}e^{-x/2}L^{2l+1}_{n-l-1}(x),\qquad x=2\kappa r ,\tag{5}$$

and $N_{nl}>0$ meets the sign convention because $L^a_m(0)=\binom{m+a}{m}>0$.

For the derivative form, apply the Leibniz rule to $x^{k+b}e^{-x}$, with $i$ derivatives on the exponential and $k-i$ on the power. The power gives $d^{k-i}x^{k+b}/dx^{k-i}=[(k+b)!/(b+i)!]\,x^{b+i}$ and the exponential gives $(-1)^ie^{-x}$, so

$$\frac{1}{k!}\frac{d^k}{dx^k}\left(x^{k+b}e^{-x}\right)=x^be^{-x}\sum_{i=0}^k(-1)^i\frac{(k+b)!}{(k-i)!\,(b+i)!}\frac{x^i}{i!}.$$

The fraction is $\binom{k+b}{k-i}$, so this is the Rodrigues form

$$x^be^{-x}L^b_k(x)=\frac1{k!}\frac{d^k}{dx^k}\left(x^{k+b}e^{-x}\right).\tag{6}$$

## Part (b): moments of a Laguerre polynomial

Evaluate $M(t)=\int_0^\infty x^{b+t}e^{-x}L^b_k(x)\,dx$ for real $t$, state where the result holds and where it vanishes, and use it to find $N_{nl}$.

### Solution

The integrand behaves as $x^{b+t}$ at the origin, so the integral exists for $t>-b-1$. Insert (6) and integrate by parts $k$ times, moving every derivative onto $x^t$. The boundary term produced at step $j+1$, for $j=0,\dots,k-1$, is up to sign the product of $d^jx^t/dx^j$ and $d^{k-1-j}(x^{k+b}e^{-x})/dx^{k-1-j}$. Near $x=0$ the first factor scales at worst as $x^{t-j}$ and the second as $x^{k+b-(k-1-j)}=x^{b+j+1}$, so the product scales as $x^{b+t+1}$ and vanishes under the same condition $t>-b-1$. At infinity the exponential removes every boundary term. What remains is

$$M(t)=\frac{(-1)^k}{k!}\,t(t-1)\cdots(t-k+1)\int_0^\infty x^{t-k}\,x^{k+b}e^{-x}dx .$$

The last integral is the definition of $\Gamma(b+t+1)$. With $\binom tk=t(t-1)\cdots(t-k+1)/k!$ for real $t$,

$$M(t)=(-1)^k\binom{t}{k}\,\Gamma(b+t+1),\qquad t>-b-1 .\tag{7}$$

The gamma function is positive on this range, so $M(t)$ vanishes exactly at the $k$ integers $t=0,1,\dots,k-1$. This is the statement that $L^b_k$ is orthogonal, with weight $x^be^{-x}$, to every polynomial of degree below $k$. The program checks (7) against quadrature for integer, half-integer and negative $t$.

For the normalization, $r=x/(2\kappa)$ gives $r^2dr=(2\kappa)^{-3}x^2dx$, and $2l+2=a+1$, so

$$1=N_{nl}^2(2\kappa)^{-3}\int_0^\infty x^{a+1}e^{-x}\left[L^a_m\right]^2dx .$$

Expand one factor $L^a_m$ by (2). The term $x^i$ produces the moment $M(1+i)$ of the other factor, with $b\to a$ and $k\to m$ in (7). It vanishes unless $1+i\ge m$, so only $i=m$ and $i=m-1$ contribute. Their coefficients in (2) are $(-1)^m/m!$ and $(-1)^{m-1}(m+a)/(m-1)!$, the second being absent for $m=0$. The moments are $M(m+1)=(-1)^m(m+1)(a+m+1)!$ and $M(m)=(-1)^m(a+m)!$. Writing $1/(m-1)!=m/m!$, which also covers $m=0$, the integral is

$$\frac{(a+m)!}{m!}\left[(m+1)(a+m+1)-m(m+a)\right]=\frac{(a+m)!}{m!}\,(2m+a+1).$$

The bracket was reduced by $(m+1)(a+m+1)=m(a+m)+m+(a+m+1)$. Since $a+m=n+l$ and $2m+a+1=2n$,

$$N_{nl}=(2\kappa)^{3/2}\sqrt{\frac{(n-l-1)!}{2n\,(n+l)!}} .\tag{8}$$

## Part (c): the vanishing integrals

Take $n=n'$ and $l>l'$. State for which $s$ the integral $I_s$ exists, reduce it to a finite sum of moments, and find a range of integers $s$ for which it vanishes. Identify the step that uses $n=n'$.

### Solution

Near the origin the integrand of (1) behaves as $r^{l+l'+2-s}$ with a nonzero coefficient, so $I_s$ exists if and only if $s<l+l'+3$.

Because $n=n'$, both functions (5) depend on the same variable $x=2Zr/n$, and their exponentials multiply to $e^{-x}$. Define

$$m=n-l-1,\quad a=2l+1,\quad k=n-l'-1,\quad b=2l'+1,$$

and note that $k=m+\Delta$, $m+a=n+l$ and $k+b=n+l'$. With $r^{2-s}dr=(2\kappa)^{s-3}x^{2-s}dx$ and (8) for both states,

$$I_s=\frac{(2\kappa)^s}{2n}\sqrt{\frac{m!\,k!}{(n+l)!\,(n+l')!}}\;J_s,\qquad J_s=\int_0^\infty x^{l+l'+2-s}e^{-x}L^a_m(x)L^b_k(x)\,dx .\tag{9}$$

The prefactor is positive, so $I_s$ and $J_s$ have the same sign and the same zeros. The power of $x$ is now split so as to display the weight of the polynomial of higher degree, which belongs to the smaller angular momentum $l'$:

$$l+l'+2-s=(2l'+1)+(l-l'+1-s)=b+\tau,\qquad \tau=\Delta+1-s .$$

Expanding $L^a_m$ by (2) and using the moments (7) of $L^b_k$,

$$J_s=\sum_{i=0}^{m}\frac{(-1)^i}{i!}\binom{m+a}{m-i}\,M(\tau+i).\tag{10}$$

The smallest argument is $\tau$, and the condition $\tau>-b-1$ reads $\Delta+1-s>-2l'-2$, which is again $s<l+l'+3$. Formula (10) therefore holds for every real $s$ at which $I_s$ exists.

For integer $s$ the arguments in (10) are the consecutive integers $\tau,\tau+1,\dots,\tau+m$. Every moment vanishes when all of them lie among $0,\dots,k-1$. The lower condition $\tau\ge0$ means $s\le\Delta+1$. The upper condition is $\tau+m\le k-1$, and with $k=m+\Delta$ it becomes $\Delta+1-s\le\Delta-1$, which means $s\ge2$. This proves the Pasternack–Sternheimer rule:

$$I_s=0\quad\text{for } n=n',\ l\ne l',\ s=2,3,\dots,|l-l'|+1 .\tag{11}$$

All these integrals exist, because $\Delta+1<l+l'+3$. In words, $x^\tau L^a_m(x)$ is a polynomial when $s\le\Delta+1$, its degree $\tau+m$ is below $k$ when $s\ge2$, and $L^b_k$ is orthogonal to such a polynomial. The range contains $\Delta$ integers and is empty for $l=l'$, as it must be, since the integrand is then non-negative. The program integrates the series (4) exactly and asserts that each integral in the range is the rational number zero, for $n=2,\dots,10$ and $Z=1,2$, which makes 990 cases.

Equal $n$ entered twice: in the degree relation $k=m+\Delta$, and when the product of exponentials became $e^{-x}$ in the variable of $L^b_k$. For $n\ne n'$ the product is $e^{-(\kappa+\kappa')r}$, while the polynomial of the second state has argument $2\kappa' r$ and is orthogonal under the weight $e^{-2\kappa' r}$, so the argument fails. A finite nuclear mass does not disturb (11), because the reduced mass rescales $r$ by the same factor in both states.

## Part (d): the edges of the range and non-integer powers

Evaluate $I_1$ and $I_{\Delta+2}$ in closed form and check them at $\Delta=0$. Decide whether $I_s$ vanishes for real $s$ between the integers of (11).

### Solution

For $s=1$ we have $\tau=\Delta$, and the arguments run from $\Delta$ to $\Delta+m=k$. Only the last one lies outside $0,\dots,k-1$. Its coefficient in (10) is $(-1)^m/m!$, and $M(k)=(-1)^k(b+k)!=(-1)^k(n+l')!$. Since $(-1)^{m+k}=(-1)^{2m+\Delta}=(-1)^\Delta$, we get $J_1=(-1)^\Delta(n+l')!/m!$. In (9) the factor $2\kappa/(2n)$ equals $Z/n^2$, and taking $(n+l')!/m!$ under the square root gives

$$I_1=(-1)^\Delta\frac{Z}{n^2}\sqrt{\frac{(n+l')!\,(n-l'-1)!}{(n+l)!\,(n-l-1)!}} .\tag{12}$$

For $s=\Delta+2$ the integral exists, because $\Delta+2<l+l'+3$ is equivalent to $2l'+1>0$. Now $\tau=-1$, and the arguments run from $-1$ to $m-1\le k-1$, so only $i=0$ contributes. The binomial is $\binom{-1}{k}=(-1)(-2)\cdots(-k)/k!=(-1)^k$, so $M(-1)=\Gamma(b)=(2l')!$. The coefficient is $\binom{m+a}{m}=(n+l)!/[(n-l-1)!\,(2l+1)!]$, and

$$J_{\Delta+2}=\frac{(n+l)!\,(2l')!}{(n-l-1)!\,(2l+1)!}>0 .\tag{13}$$

Neither edge value vanishes, so the range in (11) cannot be extended by one unit at either end. For $\Delta=0$ the two derivations still hold. Equation (12) gives $\langle 1/r\rangle=Z/n^2$, which agrees with the virial theorem $\langle V\rangle=2E_n$. In (9) the square root becomes $m!/(n+l)!$ and cancels the matching factorials of (13), leaving $\langle 1/r^2\rangle=(2Z/n)^2/[2n(2l+1)]=2Z^2/[n^3(2l+1)]$. For the pair 2p–2s of hydrogen, (12) gives $I_1=-\tfrac14\sqrt{2!\,1!/(3!\,0!)}=-1/(4\sqrt3)=-0.144338$ bohr$^{-1}$. Equation (13) gives $J_3=1$, and with $2\kappa=1$ one finds $I_3=\tfrac14\sqrt{1/(3!\,2!)}=0.072169$ bohr$^{-3}$. Both agree with the values computed from the definition, and $I_2=0$ lies between them.

For real $s$, consider (10) as a function of $\tau$. The binomial $\binom{\tau+i}{k}$ is a product of the factors $(\tau-j)$ with $j=-i,\dots,k-1-i$. The factors common to all $i=0,\dots,m$ are those with $j=0,\dots,k-1-m=\Delta-1$, and each term keeps $k-\Delta=m$ further factors. The gamma function is $\Gamma(b+\tau+i+1)=\Gamma(b+\tau+1)\,(b+\tau+1)\cdots(b+\tau+i)$, which adds $i$ factors. Hence

$$J_s=\Gamma(b+\tau+1)\;\tau(\tau-1)\cdots(\tau-\Delta+1)\;p(\tau),\tag{14}$$

where $p$ is a polynomial whose $i$-th contribution has degree $m+i$. The degree $2m$ is reached by $i=m$ alone, so $p$ has degree exactly $2m$ and at most $2m$ real roots. Thus $I_s$ has the $\Delta$ zeros of (11) and at most $2m$ others, and it does not vanish on any interval of $s$. For the nodeless state $l=n-1$, where $m=0$, the integers of (11) are the only zeros. The rule is a statement about integer powers.

## Part (e): a worked example, 5f–5s in hydrogen

For $Z=1$, $n=5$, $l=3$, $l'=0$, compute $I_s$ for $s=0,1,\dots,5$ and for $s=2.5$.

Inside one shell, $I_s$ has been shown to vanish for $s=2,\dots,\Delta+1$ when $l\ne l'$, and to be nonzero at $s=1$ and $s=\Delta+2$. What remains is to work out the 5f–5s example, to separate the role of degeneracy from that of the Coulomb potential, and to apply the rule to matrix elements.
